# Bloch, des Cloizeaux and canonical Van Vleck effective Hamiltonians

## One coupling, three values

Take three orthonormal states with the Hamiltonian, in hartree,

\[
H=\begin{pmatrix}0&0&-0.18\\0&0.1&-0.18\\-0.18&-0.18&0.211\end{pmatrix}.
\tag{1}
\]

Its two lowest eigenvalues are \(-0.1449\) and \(0.0559\) hartree. A \(2\times2\) matrix acting on the first two states can reproduce both. Bloch's construction gives such a matrix with off-diagonal elements \(-0.108\) and \(-0.081\). The des Cloizeaux construction gives \(-0.09408\) in both places, which is not their mean, \(-0.0945\). The smallest unitary rotation that decouples the third state, found without reference to either construction, also gives \(-0.09408\). The agreement has to be explained, and so does the difference from the mean.

## The projected states and Bloch's Hamiltonian

Let \(H\) be Hermitian on a finite-dimensional space. Let \(P\) project onto a \(d\)-dimensional model space, and let \(Q=1-P\) project onto the outer space. Choose \(d\) orthonormal eigenstates, \(H\psi_k=E_k\psi_k\), whose energies are separated from the rest of the spectrum. They span the target space, with projector \(T=\sum_k|\psi_k\rangle\langle\psi_k|\).

The projected states are \(\varphi_k=P\psi_k\). Assume that they are linearly independent. There is then a unique linear wave operator \(\Omega\) with

\[
\Omega\varphi_k=\psi_k,\qquad \Omega Q=0 .
\tag{2}
\]

Since \(P\Omega\varphi_k=\varphi_k\), the operator has the form

\[
\Omega=P+X,\qquad X=Q\Omega P .
\tag{3}
\]

It restores to a model vector the outer component that it has in the target space. In particular, any target vector \(t\) satisfies \(t=\Omega Pt\), because this holds for each \(\psi_k\).

The Bloch Hamiltonian is \(H_B=PH\Omega\). Acting on a projected state it gives

\[
H_B\varphi_k=PH\psi_k=E_k\varphi_k .
\tag{4}
\]

It therefore has the selected exact energies, and its eigenvectors are the model components of the exact states. Applying \(\Omega\) to (4) gives \(\Omega H_B\varphi_k=E_k\psi_k=H\Omega\varphi_k\). The \(\varphi_k\) form a basis of the model space, so

\[
H\Omega=\Omega H_B .
\tag{5}
\]

Projection does not preserve orthogonality. A Hermitian matrix has orthogonal eigenvectors for distinct eigenvalues, so \(H_B\) is not Hermitian when two \(\varphi_k\) with different energies overlap.

## Symmetric orthogonalization

Put the components of \(\varphi_k\) in column \(k\) of a \(d\times d\) matrix \(A\). The overlap matrix is \(S=A^\dagger A\), with \(S_{lk}=\langle\varphi_l|\varphi_k\rangle\). It is positive definite because the columns are independent. Symmetric orthogonalization defines

\[
\chi_k=\sum_l\varphi_l\,(S^{-1/2})_{lk},
\tag{6}
\]

where the positive square root is meant. The \(\chi_k\) are the columns of \(AS^{-1/2}\), and they are orthonormal because \(S^{-1/2}A^\dagger AS^{-1/2}=1\). The des Cloizeaux Hamiltonian assigns the exact energies to them:

\[
H_C=\sum_k|\chi_k\rangle E_k\langle\chi_k| .
\tag{7}
\]

To relate it to \(H_B\), define the metric on the model space,

\[
K=\Omega^\dagger\Omega=1+X^\dagger X .
\tag{8}
\]

The cross terms vanish because \(P\) and \(X\) have orthogonal ranges. For a model vector \(a\), \(\langle a|K|a\rangle\) is the squared norm of the full vector \(\Omega a\). Orthonormality of the full eigenstates reads

\[
\delta_{kl}=\langle\Omega\varphi_k|\Omega\varphi_l\rangle=(A^\dagger KA)_{kl}.
\]

Multiplying \(A^\dagger KA=1\) by \((A^\dagger)^{-1}\) on the left and \(A^{-1}\) on the right gives

\[
K=(A^\dagger)^{-1}A^{-1}=(AA^\dagger)^{-1}.
\tag{9}
\]

Next, \(A(A^\dagger A)=(AA^\dagger)A\). Repeating this gives \(A\,p(A^\dagger A)=p(AA^\dagger)A\) for every polynomial \(p\). The two positive matrices have finitely many eigenvalues, so some polynomial equals \(x^{-1/2}\) at all of them. Hence

\[
AS^{-1/2}=(AA^\dagger)^{-1/2}A=K^{1/2}A,
\qquad \chi_k=K^{1/2}\varphi_k .
\tag{10}
\]

By (4), \(K^{1/2}H_BK^{-1/2}\chi_k=K^{1/2}H_B\varphi_k=E_k\chi_k\). By (7), \(H_C\chi_k=E_k\chi_k\) as well. Two operators that agree on a basis are equal:

\[
\boxed{H_C=K^{1/2}H_BK^{-1/2}} .
\tag{11}
\]

This is the first result. The similarity transformation keeps the energies and turns the metric \(K\) into the ordinary scalar product. Since \(\Omega\), \(K\) and \(H_B\) depend only on \(H\) and the two spaces, \(H_C\) does not depend on the phases of the \(\psi_k\), nor on the basis chosen within a degenerate level.

The lengths of the \(\varphi_k\) matter. They come from normalized \(\psi_k\), and (9) uses that normalization. If each \(\varphi_k\) is first scaled to unit length, \(A\) is replaced by \(AD\) with \(D\) diagonal, and orthogonalization generally gives other vectors.

## The canonical Van Vleck rotation

Canonical Van Vleck theory uses a unitary operator \(e^G\), with \(G^\dagger=-G\), and requires \(G\) to have no blocks within either space: \(PGP=QGQ=0\). With \(g=QGP\), anti-Hermiticity gives \(PGQ=-g^\dagger\). The effective Hamiltonian and the decoupling condition are

\[
H_V=Pe^{-G}He^GP,\qquad Qe^{-G}He^GP=0 .
\tag{12}
\]

Inserting \(1=e^G(P+Q)e^{-G}\) before \(He^GP\) and using decoupling gives \(He^GP=e^GH_V\). The space \(e^GP\) is therefore invariant under \(H\). We require it to be the target space.

On the model space \(G^2\) acts as \(-g^\dagger g\). Put \(\Theta=\sqrt{g^\dagger g}\), whose eigenvalues are the rotation angles. The even and odd terms of the exponential series sum to

\[
e^GP=\cos\Theta+g\,\frac{\sin\Theta}{\Theta},
\tag{13}
\]

where \(\sin\Theta/\Theta\) equals 1 at zero angle. The first term lies in the model space and the second in the outer space. The canonical branch has all angles below \(\pi/2\), so that

\[
C=Pe^GP=\cos\Theta
\tag{14}
\]

is Hermitian and positive definite.

Each vector in the range of \(e^GP\) is a target vector, and \(t=\Omega Pt\) for such vectors. Thus \(e^GP=\Omega Pe^GP=\Omega C\). Since \(e^G\) is unitary,

\[
1=(\Omega C)^\dagger\Omega C=CKC
\quad\Longrightarrow\quad K=C^{-2}
\quad\Longrightarrow\quad C=K^{-1/2}.
\tag{15}
\]

The last implication uses the positivity of \(C\). Substitution in (12), followed by (5), gives

\[
\begin{aligned}
H_V&=C\Omega^\dagger H\Omega C
=C\Omega^\dagger\Omega H_BC\\
&=K^{-1/2}K H_BK^{-1/2}
=K^{1/2}H_BK^{-1/2}.
\end{aligned}
\tag{16}
\]

Comparison with (11) yields

\[
\boxed{H_V=H_C} .
\tag{17}
\]

It remains to show that the required \(G\) exists. Write the singular-value decomposition of the outer block as \(X=u\,\tan\theta\,v^\dagger\), where \(\theta\) is diagonal with entries in \([0,\pi/2)\). Choose \(g=u\,\theta\,v^\dagger\). Then (13) gives \(XC=g\sin\Theta/\Theta\), so \(e^GP=(P+X)C=\Omega C\), which spans the target space. Because \(H\) leaves that space invariant and \(e^G\) is unitary, (12) is satisfied. The choice is unique on this branch: \(X^\dagger X=\tan^2\Theta\) fixes \(\Theta\), and then \(X=g\tan\Theta/\Theta\) fixes \(g\).

## Where the equivalence fails

Decoupling alone does not fix \(H_V\). Let \(v_1\) be a singular vector in the model space with angle \(\theta_1\), and replace \(\theta_1\) by \(\theta_1-\pi\) in \(g\). Both its cosine and its sine change sign, so \(e^GP\) becomes \(e^GPW\), where \(W=1-2|v_1\rangle\langle v_1|\). The target space is unchanged, but

\[
H_V\longrightarrow WH_CW .
\tag{18}
\]

This matrix is Hermitian and has the same energies. It differs from \(H_C\) unless \(v_1\) is an eigenvector of \(H_C\). The new rotation has magnitude \(\pi-\theta_1>\pi/2\), which the canonical branch excludes.

As an angle approaches \(\pi/2\), \(\tan\theta\) diverges. At \(\pi/2\) the target space contains a vector with no model component, the \(\varphi_k\) become dependent, and \(\Omega\) does not exist. The remedy is a different model space or target space. In the opposite limit of zero angles, \(K=1\) and the three constructions all reduce to \(PHP\).

## The three-state example

For (1), the outer block of the wave operator is the row \(X=(0.45,\;0.60)\). Bloch's Hamiltonian is then

\[
\begin{aligned}
H_B&=\begin{pmatrix}0&0\\0&0.1\end{pmatrix}
+\begin{pmatrix}-0.18\\-0.18\end{pmatrix}(0.45\;\;0.60)\\
&=\begin{pmatrix}-0.081&-0.108\\-0.081&-0.008\end{pmatrix}.
\end{aligned}
\tag{19}
\]

The value of \(X\) can be checked from the outer part of (5), \(QHP+QHQX=XH_B\). The first component of the left side is \(-0.18+0.211(0.45)=-0.08505\), and that of the right side is \((0.45+0.60)(-0.081)=-0.08505\). For the second component both sides are \(-0.0534\). The trace of \(H_B\) is \(-0.089\) and its determinant is \(-0.0081\), which give the energies \(-0.1449\) and \(0.0559\) hartree, or \(-3.943\) and \(1.521\) eV. The equation for \(X\) is nonlinear and has two further solutions, each belonging to a pair of eigenstates that includes the third level at \(0.400\) hartree. The energies identify the solution above as the one for the two lowest states.

The row has length \(0.75\) and direction \(n=(0.6,0.8)\). Hence \(K=1+0.5625\,nn^T\), with eigenvalues \(1.5625\) along \(n\) and 1 across it. The square roots are \(1.25\) and 1, so

\[
\begin{aligned}
K^{1/2}&=1+0.25\,nn^T=\begin{pmatrix}1.09&0.12\\0.12&1.16\end{pmatrix},\\
K^{-1/2}&=1-0.20\,nn^T=\begin{pmatrix}0.928&-0.096\\-0.096&0.872\end{pmatrix}.
\end{aligned}
\tag{20}
\]

Multiplication gives

\[
\begin{aligned}
K^{1/2}H_B&=\begin{pmatrix}-0.09801&-0.11868\\-0.10368&-0.02224\end{pmatrix},\\
H_C&=\begin{pmatrix}-0.07956&-0.09408\\-0.09408&-0.00944\end{pmatrix}.
\end{aligned}
\tag{21}
\]

The definition (7) gives the same matrix by another route. The projected states have squared lengths \(0.676\) and \(0.964\) and overlap \(0.108\). Symmetric orthogonalization turns them into \(\chi_1=(0.8213,\,0.5704)\) and \(\chi_2=(0.5704,\,-0.8213)\). The off-diagonal element is

\[
(-0.1449-0.0559)(0.8213)(0.5704)=-0.0941 .
\]

The Van Vleck angle is \(\arctan0.75=0.6435\) rad, with \(g=0.6435\,n^T=(0.3861,\,0.5148)\). Solving the decoupling condition numerically, without using \(\Omega\) and following the root that starts from \(g=0\) as the coupling is switched on, gives this \(g\) and the matrix \(H_C\) to rounding error. The condition has two other roots with angles below \(\pi/2\), at \(0.965\) and \(1.381\) rad. They select other pairs of eigenstates and give off-diagonal elements of \(0.172\) and \(-0.027\) hartree, so the target space has to be specified as well as the branch. The numerical check makes the same comparison for a complex seven-state Hamiltonian.

Other matrices with the same two energies show what the conditions exclude:

- Gram–Schmidt orthogonalization, starting from \(\varphi_1\), gives an off-diagonal element of \(-0.0880\) hartree.
- Scaling each \(\varphi_k\) to unit length before symmetric orthogonalization gives \(-0.0937\) hartree.
- The other angle branch gives \(-0.0605\) hartree, and it changes the diagonal to \(0.0356\) and \(-0.1246\) hartree.

Agreement of the energies therefore does not establish agreement of the effective couplings.

## Perturbation series

Now let \(H=H_0+\lambda V\), with \(H_0\) diagonal and its model levels separated from its outer levels. The model levels may be degenerate. The target states are those that grow out of the model space.

For small \(\lambda\), a fixed contour separates the two groups of levels, and the contour integral of \((z-H)^{-1}\) that defines \(T\) is analytic in \(\lambda\). From \(PTP=\sum_k|\varphi_k\rangle\langle\varphi_k|\) and \(TP=\sum_k|\psi_k\rangle\langle\varphi_k|\) follows \(\Omega\,PTP=TP\), so \(\Omega=TP(PTP)^{-1}\), with the inverse taken in the model space. At \(\lambda=0\), \(PTP=P\). Thus \(\Omega\) is analytic near zero, and so are \(K^{\pm1/2}\) and the small-angle \(G\).

The order-by-order Van Vleck procedure finds this same \(G\). At order \(n\), the new unknown enters decoupling through \([H_0,G_n]_{qp}=(\varepsilon_q-\varepsilon_p)(G_n)_{qp}\), while all other terms are known from lower orders. The nonzero denominators make the solution unique. By (17), the Taylor coefficients of \(H_V\) and \(H_C\) agree at every order.

For the leading terms, let \(i,j\) label model states and \(q\) outer states. Write \(X=\lambda X_1+\lambda^2X_2+\cdots\). The first-order outer part of (5) is \(QVP+H_0X_1=X_1H_0\), so

\[
(X_1)_{qj}=\frac{V_{qj}}{\varepsilon_j-\varepsilon_q},\qquad
(H_B^{(2)})_{ij}=\sum_q\frac{V_{iq}V_{qj}}{\varepsilon_j-\varepsilon_q}.
\tag{22}
\]

Since \(K^{1/2}=1+\tfrac12\lambda^2X_1^\dagger X_1+O(\lambda^3)\), equation (11) adds \(\tfrac12[X_1^\dagger X_1,H_0]\) at second order. Its matrix element is

\[
\frac12\sum_q\frac{V_{iq}V_{qj}(\varepsilon_j-\varepsilon_i)}{(\varepsilon_i-\varepsilon_q)(\varepsilon_j-\varepsilon_q)}
=\frac12\sum_qV_{iq}V_{qj}\left[\frac1{\varepsilon_i-\varepsilon_q}-\frac1{\varepsilon_j-\varepsilon_q}\right],
\]

and therefore

\[
(H_C^{(2)})_{ij}=\frac12\sum_qV_{iq}V_{qj}
\left[\frac1{\varepsilon_i-\varepsilon_q}+\frac1{\varepsilon_j-\varepsilon_q}\right].
\tag{23}
\]

At second order, \(H_C\) is the Hermitian average of \(H_B\). The rule is not exact, and (11) gives the departure from it at any coupling. Inverting (11) gives \(H_B=K^{-1/2}H_CK^{1/2}\), and since \(H_C\) is Hermitian, \(H_B^\dagger=K^{1/2}H_CK^{-1/2}\). In the eigenbasis of \(K^{1/2}\), with eigenvalues \(\kappa_a\), the \(ab\) element of \(\tfrac12(H_B+H_B^\dagger)\) is therefore \((H_C)_{ab}\) times \(\tfrac12(\kappa_a/\kappa_b+\kappa_b/\kappa_a)\). Because \(\kappa_a/\kappa_b=1+O(\lambda^2)\), this factor is \(1+O(\lambda^4)\). In the example the eigenvectors are \(n=(0.6,0.8)\) and \(m=(0.8,-0.6)\), with \(\kappa=1.25\) and 1, so the factor for the \(nm\) element is \(\tfrac12(1.25+0.8)=1.025\). From (21), \(H_Cn=(-0.123,\,-0.064)\) and \(m^TH_Cn=-0.06\). The average thus differs from \(H_C\) by \(0.025(-0.06)(nm^T+mn^T)\), whose off-diagonal element is \(0.025(-0.06)(0.28)=-0.00042\). Adding it to \(-0.09408\) gives the mean \(-0.0945\).

If all model levels equal \(E_0\), the two denominators coincide and \(H_B^{(2)}\) is already Hermitian. With \(R=Q/(E_0-H_0)\), \(X_1=RVP\). The second-order outer part of (5) is \(QVX_1+H_0X_2=X_2H_0+X_1VP\), which gives \(X_2=RVRVP-R^2VPVP\). Hence

\[
H_B^{(3)}=PVX_2=PVRVRVP-PVR^2VPVP .
\tag{24}
\]

The third-order correction from (11) is \(\tfrac12[PVR^2VP,PVP]\), since \(H_0\) is a constant on the model space. Adding it gives

\[
H_C^{(3)}=PVRVRVP-\tfrac12\{PVR^2VP,PVP\},
\tag{25}
\]

where braces denote the anticommutator. For a degenerate model space, non-Hermiticity can thus first appear at third order. The numerical check confirms (22)–(25) and compares the canonical series with the des Cloizeaux series through sixth order.

Reduce the couplings in (1) tenfold, to \(-0.018\) hartree. The two second-order terms are \(0.000324/(-0.211)=-0.001536\) and \(0.000324/(-0.111)=-0.002919\) hartree. Their mean, \(-0.002227\), compares with the full off-diagonal element \(-0.0021545\) of \(H_C\), an error of 3.4% relative to the full value. Here \(V\) connects only model and outer states, so changing the sign of the outer basis state reverses \(\lambda\) without changing \(H_C\). Odd orders vanish and the leading error is of fourth order. Halving the coupling reduces the largest error by a factor of \(15.2\), near the limiting value 16.

At the original coupling, second order gives \(-0.154\) hartree for the first diagonal element, against the full value \(-0.0796\). Higher orders do not help: the partial sums through fourth and sixth order are \(0.218\) and \(-2.22\) hartree. With \(\lambda=1\) at the original coupling, the upper model level and the outer level meet at \(\lambda^2=-0.0706\), so the series converges only for \(|\lambda|<0.266\). The series diverges at the original coupling, while (17) still holds, because its proof needs independent projected states and the canonical branch, not a small coupling.

## Values computed for the example and the checks

```
Three-state example; matrix rows separated by semicolons
H [hartree]: 0.000, 0.000, -0.180 ; 0.000, 0.100, -0.180 ; -0.180, -0.180, 0.211
Eigenvalues E1, E2, E3 [hartree]: -0.144900, 0.055900, 0.400000
Target energies E1, E2 [eV]: -3.9429, 1.5211
A, projected states in columns [1]: 0.707442, 0.608215 ; 0.418573, -0.770971
Squared lengths of projected states [1]: 0.675678, 0.964322
S [1]: 0.675678, 0.107569 ; 0.107569, 0.964322
S^(-1/2) [1]: 1.225224, -0.074701 ; -0.074701, 1.024776
Orthogonalized states in columns [1]: 0.821341, 0.570438 ; 0.570438, -0.821341
X [1]: 0.450000, 0.600000
K [1]: 1.202500, 0.270000 ; 0.270000, 1.360000
K^(1/2) [1]: 1.090000, 0.120000 ; 0.120000, 1.160000
K^(-1/2) [1]: 0.928000, -0.096000 ; -0.096000, 0.872000
Bloch HB [hartree]: -0.081000, -0.108000 ; -0.081000, -0.008000
des Cloizeaux HC [hartree]: -0.079560, -0.094080 ; -0.094080, -0.009440
Van Vleck HV from decoupling [hartree]: -0.079560, -0.094080 ; -0.094080, -0.009440
Generator block g [rad]: 0.386101, 0.514801
Rotation angle [rad]: 0.643501
Tangent of rotation angle [1]: 0.750000
Largest |HV-HC| [hartree]: 7.5e-17
Decoupling residual [hartree]: 6.1e-17
Gram-Schmidt alternative [hartree]: -0.092833, -0.088001 ; -0.088001, 0.003833
Separately normalized alternative [hartree]: -0.080674, -0.093657 ; -0.093657, -0.008326
Other angle branch [hartree]: 0.035640, -0.060480 ; -0.060480, -0.124640
Same model with couplings reduced tenfold
Reduced coupling [hartree]: -0.018
Full HB [hartree]: -0.0015048, -0.0028097 ; -0.0015048, 0.0971903
HB through second order [hartree]: -0.0015355, -0.0029189 ; -0.0015355, 0.0970811
Full HC [hartree]: -0.0015006, -0.0021545 ; -0.0021545, 0.0971861
HC through second order [hartree]: -0.0015355, -0.0022272 ; -0.0022272, 0.0970811
Largest second-order error in HC [hartree]: 1.050e-04
Error after halving coupling [hartree]: 6.900e-06
Ratio of these errors [1]: 15.220
General seven-state test, three model states
Rotation angles [rad]: 0.2030, 0.0823, 0.0661
Largest |HV-HC| [hartree]: 2.8e-16
Largest |HB-HB^dagger| [hartree]: 6.266e-03
Five-state series test through order 6, two model states
Coefficient error, nearly degenerate [hartree]: 1.4e-14
Coefficient error, degenerate [hartree]: 5.5e-15
Degenerate HB asymmetry, order 2 [hartree]: 3.8e-17
Degenerate HB asymmetry, order 3 [hartree]: 8.783e-04
```
